# Where the scattering-path series converges in complex energy: a numerical check

```python
"""
Result under test: the scattering-path series tau = t + t g t + t g t g t + ...
converges if and only if the spectral radius rho of t g is below one.
The region rho >= 1 is mapped in complex energy for a 13-site cluster.

Hartree atomic units. E = k^2/2 with Im k >= 0.
t   : s-wave t-matrix of one square well, -exp(i delta) sin(delta)/k (bohr)
g   : propagator between sites, -exp(i k R)/R, zero on the site diagonal
tau : scattering path operator, (1 - t g)^(-1) t
Each well acts only on the s wave about its own centre.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

DEPTH, RADIUS, SPACING = 1.0, 2.0, 6.0
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

sites = [(0.0, 0.0, 0.0)]
for a in (1, -1):
    for b in (1, -1):
        sites += [(a, b, 0), (a, 0, b), (0, a, b)]
sites = np.array(sites, dtype=float) / np.sqrt(2)
unit_distance = np.linalg.norm(sites[:, None] - sites[None, :], axis=2)
n_sites = len(sites)
identity = np.eye(n_sites)


def wave_number(energy):
    k = np.sqrt(2 * complex(energy))
    return k if k.imag >= 0 else -k


def site_t(energy):
    k = wave_number(energy)
    q = np.sqrt(2 * (complex(energy) + DEPTH))
    log_der = q / np.tan(q * RADIUS)
    top = k * np.cos(k * RADIUS) - log_der * np.sin(k * RADIUS)
    return -top / (k * np.exp(1j * k * RADIUS) * (log_der - 1j * k))


def propagator(energy, spacing=SPACING):
    distance = spacing * unit_distance + identity
    g = -np.exp(1j * wave_number(energy) * distance) / distance
    np.fill_diagonal(g, 0)
    return g


def hop_matrix(energy, spacing=SPACING):
    return site_t(energy) * propagator(energy, spacing)


def spectral_radius(matrix):
    return np.abs(np.linalg.eigvals(matrix)).max()


def rho(energy, spacing=SPACING):
    return spectral_radius(hop_matrix(energy, spacing))


def row_bound(energy):
    return np.abs(hop_matrix(energy)).sum(axis=1).max()


def dominant(energy):
    values = np.linalg.eigvals(hop_matrix(energy))
    return values[np.argmax(np.abs(values))]


def exact_tau(energy):
    return np.linalg.solve(identity - hop_matrix(energy),
                           site_t(energy) * identity)


# --- s-wave average of the free propagator over two separate spheres
k_test, r1, r2 = 0.7 + 0.2j, 1.3, 1.7
x, w = np.polynomial.legendre.leggauss(16)
phi = 2 * np.pi * np.arange(24) / 24
c1, c2, ph = np.meshgrid(x, x, phi, indexing="ij")
s1, s2 = np.sqrt(1 - c1**2), np.sqrt(1 - c2**2)
dist = np.sqrt((r2 * s2 * np.cos(ph) - r1 * s1)**2
               + (r2 * s2 * np.sin(ph))**2
               + (SPACING + r2 * c2 - r1 * c1)**2)
average = np.einsum("i,j,ijk->", w, w, np.exp(1j * k_test * dist) / dist)
average /= 4 * len(phi)
closed = (np.sin(k_test * r1) / (k_test * r1) * np.sin(k_test * r2)
          / (k_test * r2) * np.exp(1j * k_test * SPACING) / SPACING)
assert abs(average / closed - 1) < 1e-7

# --- full cluster operator on a radial midpoint grid, without using site_t
N_RADIAL = 60
step = RADIUS / N_RADIAL
radial = (np.arange(N_RADIAL) + 0.5) * step


def cluster_green(energy):
    k = wave_number(energy)
    free = np.sin(k * radial) / k
    inner = np.minimum.outer(radial, radial)
    outer = np.maximum.outer(radial, radial)
    onsite = -2 * np.sin(k * inner) / k * np.exp(1j * k * outer)
    full = (np.kron(identity, onsite)
            + np.kron(2 * propagator(energy), np.outer(free, free)))
    return free, step * full


def binding_values(energy):
    """Eigenvalues of G0 V; those above one count levels below energy."""
    return np.linalg.eigvalsh(-DEPTH * cluster_green(energy)[1].real)


def count_levels(energy):
    return int(np.sum(binding_values(energy) > 1))


E_operator = 0.3 + 0.1j
free, green = cluster_green(E_operator)
sources = np.kron(identity, free[:, None])
waves = np.linalg.solve(np.eye(len(green)) + DEPTH * green, sources)
tau_operator = -2 * step * DEPTH * sources.T @ waves
tau_formula = exact_tau(E_operator)
operator_error = (np.abs(tau_operator - tau_formula).max()
                  / np.abs(tau_formula).max())
assert operator_error < 5e-3      # midpoint rule, error of order step^2

# --- remainder after n scatterings and growth rate of the terms
demo = []
for energy in (0.1, 0.1 + 0.1j):
    hop, tau = hop_matrix(energy), exact_tau(energy)
    term = site_t(energy) * identity
    partial, errors = term.copy(), {}
    for n in range(1, 21):
        term = hop @ term
        partial = partial + term
        if n in (5, 10, 20):
            errors[n] = np.linalg.norm(partial - tau) / np.linalg.norm(tau)
        if n == 5:
            remainder = np.linalg.matrix_power(hop, 6) @ tau
            assert np.allclose(tau - partial, remainder, atol=1e-9)
    growth = (np.linalg.norm(np.linalg.matrix_power(hop, 120))
              / np.linalg.norm(np.linalg.matrix_power(hop, 40)))**(1 / 80)
    assert abs(growth / rho(energy) - 1) < 0.02
    demo.append((energy, rho(energy), errors[10], errors[20]))
assert demo[0][1] > 1 > demo[1][1]
assert demo[0][3] > demo[0][2] and demo[1][3] < demo[1][2]


# --- map, each point checked by really summing the series
def sum_series(energy):
    hop, t = hop_matrix(energy), site_t(energy)
    term = t * identity
    total = term.copy()
    for _ in range(6000):
        term = hop @ term
        size = np.abs(term).max() / abs(t)
        if size > 1e6:
            return None
        total += term
        if size < 1e-10:
            return total
    raise RuntimeError("series undecided")


real_axis = -0.45 + 0.02 * np.arange(43)
imag_axis = 0.01 * np.arange(11)
map_rows, checked, skipped = [], 0, 0
for eta in imag_axis[::-1]:
    line = ""
    for re in real_axis:
        energy = complex(re, eta)
        radius = rho(energy)
        assert radius <= row_bound(energy) * (1 + 1e-10)
        line += "#" if radius >= 1 else "."
        if abs(radius - 1) < 0.02:     # too slow to decide by summation
            skipped += 1
            continue
        result = sum_series(energy)
        assert (result is not None) == (radius < 1)
        if result is not None:
            reference = exact_tau(energy)
            assert (np.abs(result - reference).max()
                    < 1e-6 * np.abs(reference).max())
        checked += 1
    map_rows.append((eta, line))


# --- single-well level and residue of t
def level_condition(energy):
    q = np.sqrt(2 * (energy + DEPTH))
    return q / np.tan(q * RADIUS) + np.sqrt(-2 * energy)


E_well = brentq(level_condition, (np.pi / (2 * RADIUS))**2 / 2 - DEPTH, -1e-6)
kappa = np.sqrt(-2 * E_well)
q_in = np.sqrt(2 * (E_well + DEPTH))
inside = quad(lambda r: (np.sin(q_in * r) / np.sin(q_in * RADIUS))**2,
              0, RADIUS)[0]
tail_squared = np.exp(2 * kappa * RADIUS) / (inside + 1 / (2 * kappa))
residue = tail_squared / 2
circle = 0.05 * np.exp(2j * np.pi * (np.arange(64) + 0.5) / 64)
contour = np.mean([z * site_t(E_well + z) for z in circle])
assert abs(contour / residue - 1) < 1e-6


# --- divergent island around the single-well level
def island(spacing):
    guess = residue * spectral_radius(propagator(E_well, spacing))
    reach = [brentq(lambda d: rho(E_well + d * way, spacing) - 1,
                    0.3 * guess, 3 * guess) for way in (-1, 1, 1j)]
    return guess, reach


disc, (left, right, up) = island(SPACING)
WIDE = 10.0
disc_wide, reach_wide = island(WIDE)
deviation = max(abs(d / disc - 1) for d in (left, right, up))
deviation_wide = max(abs(d / disc_wide - 1) for d in reach_wide)
assert deviation < 0.35            # leading-order estimate at this spacing
assert deviation_wide < 0.02 and deviation_wide < deviation
g_radius = spectral_radius(propagator(E_well))
g_nearest = 6 * np.exp(-kappa * SPACING) / SPACING
assert abs(g_nearest / g_radius - 1) < 0.1
assert abs(dominant(E_well - left) - 1) < 1e-6
assert abs(dominant(E_well + right) + 1) < 1e-6
ground = brentq(lambda e: binding_values(e)[-1] - 1,
                E_well - 0.1, E_well - 0.005, xtol=1e-7)
assert abs(ground - (E_well - left)) < 5e-4   # radial grid error
levels_below = count_levels(E_well - left - 0.002)
levels_island = count_levels(E_well + right)
levels_all = count_levels(-0.001)
assert levels_below == 0 and levels_island == levels_all == n_sites

# --- second divergent region, around zero energy
q_zero = np.sqrt(2 * DEPTH)
scattering_length = RADIUS - np.tan(q_zero * RADIUS) / q_zero
assert abs(site_t(-1e-8) / scattering_length - 1) < 1e-3
rho_zero = scattering_length * spectral_radius(propagator(0))
assert abs(rho(-1e-8) / rho_zero - 1) < 1e-2
low_edge = brentq(lambda e: rho(e) - 1, -0.15, -1e-3)
assert abs(dominant(low_edge) + 1) < 1e-6
largest_positive = max(np.linalg.eigvalsh(hop_matrix(e).real)[-1]
                       for e in np.linspace(low_edge, -1e-6, 100))
assert largest_positive < 1        # no pole of tau in this interval
row_sum = (1 / (SPACING * unit_distance + identity) - identity
           / (SPACING * unit_distance + identity)).sum(axis=1).max()
E_safe = row_sum**2 / 2
scan = np.linspace(1e-3, E_safe, 1000)
assert all(abs(site_t(e)) * np.sqrt(2 * e) <= 1 + 1e-10 for e in scan)
diverges = np.array([rho(e) >= 1 for e in scan])
last = np.flatnonzero(diverges)[-1]
high_edge = brentq(lambda e: rho(e) - 1, scan[last], scan[last + 1])
crossings = int(np.count_nonzero(np.diff(diverges.astype(int))))


# --- imaginary energy above which the series converges
def height(measure, re):
    etas = np.linspace(1e-4, 0.8, 401)
    values = np.array([measure(complex(re, eta)) for eta in etas])
    assert values[-1] < 1
    above = np.flatnonzero(values >= 1)
    if len(above) == 0:
        return 0.0
    i = above[-1]
    return brentq(lambda eta: measure(complex(re, eta)) - 1,
                  etas[i], etas[i + 1])


heights = []
for re in (E_well, 0.0, 0.1, 0.2, 0.3):
    true_height, safe_height = height(rho, re), height(row_bound, re)
    assert safe_height >= true_height - 1e-9
    heights.append((re, true_height, safe_height))

# --- linear trimer: centre block converges although the full series diverges
decay, gap, t_outer, t_centre = 0.1, 5.0, -32.0, 0.4
near = -np.exp(-decay * gap) / gap
far = -np.exp(-2 * decay * gap) / (2 * gap)
g_line = np.array([[0, near, far], [near, 0, near], [far, near, 0]])
t_line = np.diag([t_outer, t_centre, t_outer])
hop_line = t_line @ g_line
rho_line = spectral_radius(hop_line)
tau_line = np.linalg.solve(np.eye(3) - hop_line, t_line)
term, partial = t_line.copy(), t_line.copy()
for _ in range(100):
    term = hop_line @ term
    partial = partial + term
centre_error = abs(partial[1, 1] - tau_line[1, 1])
outer_error = abs(partial[0, 0] - tau_line[0, 0])
assert rho_line > 1 and centre_error < 1e-8 and outer_error > 1e6
# singular t (empty centre): the terms still grow when rho exceeds one
t_empty = np.diag([t_outer, 0.0, t_outer])
hop_empty = t_empty @ g_line
assert spectral_radius(hop_empty) > 1
assert np.linalg.norm(np.linalg.matrix_power(hop_empty, 100) @ t_empty) > 1e6

print(f"Well depth {DEPTH:.1f} hartree, radius {RADIUS:.1f} bohr")
print(f"Sites {n_sites}, nearest distance {SPACING:.1f} bohr")
print(f"tau, operator grid vs formula at E={E_operator:.1f} hartree:")
print(f"  relative difference {operator_error:.1e}")
print("Series: E (hartree), rho, relative error at n=10, n=20")
for energy, radius, e10, e20 in demo:
    print(f"  {energy:.1f}  {radius:.4f}  {e10:.2e}  {e20:.2e}")
print(f"Single-well level E0 {E_well:.5f} hartree")
print(f"Decay constant kappa {kappa:.5f} 1/bohr")
print(f"Tail N^2 {tail_squared:.4f} 1/bohr")
print(f"Residue A {residue:.4f} hartree bohr")
print(f"rho(g) at E0 {g_radius:.6f}, nearest only {g_nearest:.6f} 1/bohr")
print(f"Disc estimate {disc:.5f} hartree = {disc*HARTREE_EV:.3f} eV")
print(f"Island reach left {left:.5f} right {right:.5f} up {up:.5f} hartree")
print(f"Upward reach {up*HARTREE_EV:.3f} eV")
print(f"Largest deviation from disc {100*deviation:.1f} %")
print(f"  at spacing {WIDE:.0f} bohr {100*deviation_wide:.2f} %")
print(f"Island left edge {E_well-left:.5f} hartree")
print(f"Lowest level, operator grid {ground:.5f} hartree")
print(f"Island right edge {E_well+right:.5f} hartree")
print(f"Levels below island {levels_below}, up to right edge "
      f"{levels_island}, below -0.001 hartree {levels_all}")
print(f"Scattering length {scattering_length:.4f} bohr")
print(f"rho at E=0 {rho_zero:.4f}")
print(f"Zero-energy region, real edges {low_edge:.5f}, "
      f"{high_edge:.5f} hartree")
print(f"Crossings of rho=1 on scanned positive axis {crossings}")
print(f"Largest positive eigenvalue there at E<0 {largest_positive:.4f}")
print(f"Row bound assures convergence for real E > {E_safe:.3f} hartree")
print("Re E, needed Im E, row-bound Im E (hartree); needed (eV)")
for re, true_height, safe_height in heights:
    print(f"  {re:.4f}  {true_height:.5f}  {safe_height:.5f}"
          f"  {true_height*HARTREE_EV:.3f}")
print(f"Map: Re E {real_axis[0]:.2f} to {real_axis[-1]:.2f} step 0.02 "
      "hartree; # diverges")
for eta, line in map_rows:
    print(f"{eta:.2f} {line}")
print(f"Map points summed {checked}, skipped near rho=1 {skipped}")
print(f"Trimer: kappa {decay:.1f} 1/bohr, gap {gap:.0f} bohr, "
      f"t {t_outer:.0f}, {t_centre:.1f} bohr")
print(f"Trimer rho {rho_line:.4f}; errors after 100 scatterings:")
print(f"  centre {centre_error:.1e} bohr, outer {outer_error:.1e} bohr")
print("OK")
```

Running it gives:

```
Well depth 1.0 hartree, radius 2.0 bohr
Sites 13, nearest distance 6.0 bohr
tau, operator grid vs formula at E=0.3+0.1j hartree:
  relative difference 2.1e-04
Series: E (hartree), rho, relative error at n=10, n=20
  0.1  1.7508  1.21e+02  3.28e+04
  0.1+0.1j  0.7467  1.15e-02  6.19e-04
Single-well level E0 -0.37720 hartree
Decay constant kappa 0.86856 1/bohr
Tail N^2 12.7566 1/bohr
Residue A 6.3783 hartree bohr
rho(g) at E0 0.005603, nearest only 0.005454 1/bohr
Disc estimate 0.03574 hartree = 0.972 eV
Island reach left 0.03161 right 0.04263 up 0.03558 hartree
Upward reach 0.968 eV
Largest deviation from disc 19.3 %
  at spacing 10 bohr 0.56 %
Island left edge -0.40881 hartree
Lowest level, operator grid -0.40898 hartree
Island right edge -0.33457 hartree
Levels below island 0, up to right edge 13, below -0.001 hartree 13
Scattering length 2.2290 bohr
rho at E=0 3.5249
Zero-energy region, real edges -0.04120, 0.23024 hartree
Crossings of rho=1 on scanned positive axis 1
Largest positive eigenvalue there at E<0 0.4982
Row bound assures convergence for real E > 2.000 hartree
Re E, needed Im E, row-bound Im E (hartree); needed (eV)
  -0.3772  0.03558  0.06856  0.968
  0.0000  0.05822  0.13657  1.584
  0.1000  0.06378  0.16251  1.735
  0.2000  0.01856  0.16874  0.505
  0.3000  0.00000  0.16377  0.000
Map: Re E -0.45 to 0.39 step 0.02 hartree; # diverges
0.10 ...........................................
0.09 ...........................................
0.08 ...........................................
0.07 ...........................................
0.06 .......................######..............
0.05 ......................########.............
0.04 ......................#########............
0.03 ...##................###########...........
0.02 ...###...............############..........
0.01 ...###...............#############.........
0.00 ...###...............##############........
Map points summed 467, skipped near rho=1 6
Trimer: kappa 0.1 1/bohr, gap 5 bohr, t -32, 0.4 bohr
Trimer rho 1.1772; errors after 100 scatterings:
  centre 1.1e-16 bohr, outer 1.1e+08 bohr
OK
```
